# Truncated screening and the overcorrection of Hartree-Fock gaps at second order

**Q:** Hartree-Fock gaps of polarizable semiconductors are too wide, and a second-order self-energy can make them far too narrow. I have heard this explained as follows: second order replaces the screened interaction by $v(2-\varepsilon)$, which is attractive once $\varepsilon>2$. Is that the reason?

**A:** The truncation is real, but the overcorrection does not need attraction: in the model below it sets in before any mode turns attractive. Let $v$ be the Coulomb repulsion, a positive matrix in position space, and $P$ the density response of independent Hartree-Fock electrons. The random-phase approximation (RPA) screens $v$ through $W=v+vPW$. Solving for $W$ and splitting $v$ symmetrically gives

$$W=(1-vP)^{-1}v=v^{1/2}\varepsilon^{-1}v^{1/2},\qquad \varepsilon=1-v^{1/2}Pv^{1/2}.$$

The GW self-energy is built from $G$ and $W$. Through second order in $v$ it keeps one polarization bubble:

$$W_2=v+vPv=v^{1/2}\left[1+(1-\varepsilon)\right]v^{1/2}=v^{1/2}(2-\varepsilon)v^{1/2}.$$

The term $v$ gives the Hartree-Fock exchange, and $vPv$ gives the direct, or ring, part of the second-order self-energy. There is also a second-order exchange part, which is not contained in $W_2$.

At zero or imaginary frequency $P$ is negative or zero, because a density moves away from a repulsive potential. Every eigenvalue of $\varepsilon$ is therefore at least one. Since $1/\varepsilon-2+\varepsilon=(\varepsilon-1)^2/\varepsilon$,

$$W-W_2=v^{1/2}\,\frac{(\varepsilon-1)^2}{\varepsilon}\,v^{1/2}\ \ge 0 .$$

The truncated interaction is too weakly repulsive as soon as $\varepsilon$ exceeds one. Nothing in this difference singles out $\varepsilon=2$.

**Q:** What does the truncation leave out physically?

**A:** The repulsion within the induced charge itself: the electrons that respond to an added charge also repel each other. Take one polarization mode with dipole amplitude $p$, polarizability $\alpha$, coupling $b$ to an added charge, and a repulsion $D>0$ within the induced charge. Its energy is

$$E(p)=bp+\frac{p^2}{2\alpha}+\frac{D p^2}{2}.$$

Setting $dE/dp=0$ gives $p=-\alpha b/(1+\alpha D)$, and inserting this gives

$$E_{\min}=-\frac{\alpha b^2}{2(1+\alpha D)}=-\frac{\alpha b^2}{2\varepsilon},\qquad \varepsilon=1+\alpha D.$$

Second order in the interaction gives $-\alpha b^2/2$: the medium responds to the bare field, and $D$ never opposes the response. The relaxation energy is too large by the factor $\varepsilon$. An added electron and an added hole each gain this energy, and both gains narrow the gap.

**Q:** That is classical. Can you show it for electrons, with a gap that can be calculated without perturbation theory?

**A:** Yes, in a model insulator. Place $2L$ sites at equal spacing on a circle and group neighbours into $L$ cells of two sites. There are $N$ electron flavours (spin and orbital labels), with one electron per flavour in each cell. Electrons hop with amplitude $t$ inside a cell, not between cells, and

$$H=-t\sum_{\text{cells, flavours}}(c_1^\dagger c_2+c_2^\dagger c_1)+\frac12\sum_{x,y}v_{xy}\Big(n_x-\frac N2\Big)\Big(n_y-\frac N2\Big).$$

The repulsion is $v_{xy}=C/\sqrt{r_{xy}^2+a^2}$, with $r_{xy}$ the straight distance in site spacings. Write $U$ for its on-site value and $V$ for its value inside a cell.

In Hartree-Fock each site holds $N/2$ electrons, so the Hartree potential cancels against the background. The orbitals of a cell are $g,u=(1,\pm1)/\sqrt2$, with $g$ filled. The density matrix per flavour has all four elements equal to $1/2$. Exchange thus adds $-V/2$ to the hopping element. Its diagonal part $-U/2$ cancels the $+U/2$ contained in the $n_x^2$ terms. The orbital energies are $\mp(t+V/2)$, and the gap is

$$\Delta=2t+V .$$

I keep $\Delta$ fixed when $N$ or $v$ changes, so the starting gap is the same in every comparison.

**Q:** What is $\varepsilon$ in this model?

**A:** A neutral cell can only shift charge between its two sites. Its dipole variable is $S_j=(n_{j1}-n_{j2})/2$. Two cells interact through $D_{ij}S_iS_j$, with

$$D_{ij}=v_{i1,j1}+v_{i2,j2}-v_{i1,j2}-v_{i2,j1}.$$

The repulsion that opposes polarization comes from $D_{jj}=2(U-V)>0$, among the electrons of one cell. Equal dipoles in different cells attract each other here, so $D_{ij}<0$ for $i\ne j$, but the matrix $D$ as a whole is positive because $v$ is.

A potential $fS_j$ mixes $u$ into $g$. The matrix element of $S_j$ is $1/2$ per flavour, so first-order perturbation theory gives

$$\langle S_j\rangle=-2N\,\frac{(1/2)^2}{\Delta}f=-\frac{N}{2\Delta}f .$$

The polarizability is $\alpha=N/(2\Delta)$, and in the space of cell dipoles

$$\varepsilon=1+\frac{N}{2\Delta}D .$$

The site matrix has $L$ further eigenvalues equal to one, because the total charge of a cell cannot flow away. These are eigenvalues of a microscopic matrix, not one macroscopic dielectric constant.

**Q:** How does the screened interaction enter the gap?

**A:** Let $W^c=W-v$, and let $W^c_{nm}$ be its value between two copies of the orbital product $nm$ in cell 0. For an energy $E$ inside the gap, the correlation part of the GW self-energy can be integrated along the imaginary axis:

$$\Sigma_n(E)=-\frac1\pi\sum_m\int_0^\infty d\omega\,W^c_{nm}(i\omega)\,\frac{x_m}{x_m^2+\omega^2},\qquad x_m=E-E_m .$$

I evaluate it at the Hartree-Fock edges. Reflection symmetry removes the $g$-$u$ element.

For the valence edge, approach $E_g$ from inside the gap. The term $m=g$ has $x\to0^+$. The fraction then integrates to $\pi/2$, concentrated at $\omega=0$, which leaves $-W^c_{gg}(0)/2$. The term $m=u$ has $x=-\Delta$. Together,

$$\Sigma_g=-\frac12W^c_{gg}(0)+\frac{\Delta}{\pi}\int_0^\infty\frac{W^c_{gu}(i\omega)}{\Delta^2+\omega^2}d\omega .$$

At the conduction edge the signs of $x$ are reversed, so $\Sigma_u=-\Sigma_g$. The gap shift $\Sigma_u-\Sigma_g$ is

$$\delta=W^c_{gg}(0)-\frac{2\Delta}{\pi}\int_0^\infty\frac{W^c_{gu}(i\omega)}{\Delta^2+\omega^2}d\omega .$$

Since $W^c$ is negative, the first term closes the gap: this is relaxation around the added charge. The second opens it: the added charge blocks some of the fluctuations its own cell had before.

**Q:** Please evaluate it with the truncated and the full interaction.

**A:** The charge of $g$ is one half on each site of cell 0. It couples to $S_j$ with strength $b_j=\frac12\sum_a(v_{0a,j1}-v_{0a,j2})$. The product $gu$ is $(1/2,-1/2)$ and couples with $d_j=D_{0j}/2$. At imaginary frequency $\alpha$ becomes $(N\Delta/2)/(\Delta^2+\omega^2)$.

With one bubble, $W^c_{gg}(0)=-N\,b\!\cdot\! b/(2\Delta)$. The second term needs $\int_0^\infty d\omega/(\Delta^2+\omega^2)^2=\pi/(4\Delta^3)$, so

$$\delta_2=-\frac{N}{2\Delta}\,b\!\cdot\! b+\frac{2\Delta}{\pi}\frac{N\Delta}{2}\frac{\pi}{4\Delta^3}\,d\!\cdot\! d=-\frac{N}{2\Delta}\,b\!\cdot\! b+\frac{N}{4\Delta}\,d\!\cdot\! d .$$

For the full sum use the eigenvectors of $D$, labelled $\lambda$. The dipole repulsion changes the response of a mode to

$$\frac{N\Delta/2}{\Delta^2+\omega^2+N\Delta D_\lambda/2}=\frac{N\Delta/2}{\Omega_\lambda^2+\omega^2},\qquad \Omega_\lambda=\Delta\sqrt{\varepsilon_\lambda}.$$

With $\int_0^\infty d\omega/[(\Delta^2+\omega^2)(\Omega^2+\omega^2)]=\pi/[2\Delta\Omega(\Delta+\Omega)]$,

$$\delta_{GW}=\frac{N}{2\Delta}\sum_\lambda\left[-\frac{b_\lambda^2}{\varepsilon_\lambda}+\frac{d_\lambda^2}{\sqrt{\varepsilon_\lambda}(1+\sqrt{\varepsilon_\lambda})}\right].$$

Setting $\varepsilon_\lambda=1$ in the bracket returns $\delta_2$. Both formulas were tested against numerical frequency integrals with the full site matrices.

**Q:** The truncation exaggerates both terms, and they have opposite signs. Must second order give the smaller gap?

**A:** Not for arbitrary couplings. Put $s=\sqrt{\varepsilon_\lambda}$ and subtract:

$$\delta_{GW}-\delta_2=\frac{N}{2\Delta}\sum_\lambda\left\{b_\lambda^2\,\frac{s^2-1}{s^2}-d_\lambda^2\,\frac{(s-1)(s+2)}{2s(s+1)}\right\}.$$

The factor of $d_\lambda^2$ divided by that of $b_\lambda^2$ is

$$\frac{s(s+2)}{2(s+1)^2}=\frac12\left[1-\frac1{(s+1)^2}\right]<\frac12 .$$

So the relaxation term has the larger weight in each mode. Second order overcorrects GW if the charge couplings $b$ are not too small compared with the transition couplings $d$.

Two limits are useful. For weak screening, $\varepsilon_\lambda=1+\eta_\lambda$ with small $\eta_\lambda$, the ratio is $3/8$ and

$$\delta_{GW}-\delta_2\simeq\frac{N}{2\Delta}\sum_\lambda\eta_\lambda\left(b_\lambda^2-\tfrac38d_\lambda^2\right).$$

Since $\delta_2$ carries the same prefactor $N/(2\Delta)$, the excess relative to $\delta_2$ starts linearly in $\varepsilon-1$, with no threshold. For strong screening $\varepsilon_\lambda\simeq ND_\lambda/(2\Delta)$, and the full shift tends to a finite value, though slowly and not always from one side:

$$\delta_{GW}\to-\sum_\lambda\frac{b_\lambda^2-d_\lambda^2}{D_\lambda},$$

while $\delta_2$ keeps growing in proportion to $N$.

**Q:** Does second-order exchange repair the error?

**A:** Not here. Exchange needs overlapping orbitals, so it acts only inside the charged cell. The relevant integral is $K=(gu|gu)=D_{00}/4$. The direct process with two $g\to u$ transitions has denominator $-2\Delta$. Exchanging two electrons of equal flavour reverses its sign, giving $+K^2/(2\Delta)$ in $\Sigma_g$. Integrals of type $(gg|gu)$ within one cell vanish by parity, so no other exchange term survives. The gap changes by $-2\Sigma_g$:

$$\delta_x=-\frac{K^2}{\Delta}.$$

In this model exchange narrows the gap slightly further. With bands made of overlapping orbitals its size and sign have to be calculated.

**Q:** GW is itself an approximation. What is your independent reference?

**A:** The many-electron gap $E(+1)+E(-1)-2E(0)$ of the model. In a neutral cell each flavour chooses between two sites, which is a spin one-half. The lowest states have these spins combined symmetrically into a spin $N/2$, so

$$H_0=-2t\sum_jS^x_j+\frac12\sum_{ij}D_{ij}S^z_iS^z_j .$$

Removing an electron from cell 0 leaves $N-1$ active flavours. Adding one fills both sites for one flavour, which then cannot hop, and again leaves $N-1$. The charged cell has spin $(N-1)/2$ and charge $Q=\pm1$ spread over two sites. This adds $Q\sum_jb_jS^z_j+(U+V)/4$. Reversing every $S^z$ maps one sign of $Q$ to the other, so the gap is twice the difference between charged and neutral energies.

The spin description was tested against a direct fermion calculation for two cells and two flavours; both give 7.945787 eV. At weak coupling the curvature of the diagonalized gap for $N=3$ agrees with $\delta_2+\delta_x$, which tests the second-order formula including exchange.

There is also a reason to expect GW to work for large $N$. Hold $Nv/\Delta$ fixed. Each bubble brings a factor $N$ from its flavour sum and a factor $v\sim1/N$, so all rings are equally important. Terms with fewer flavour sums, such as $\delta_x$, are smaller by $1/N$. Corrections to the mean density vanish by symmetry. At a mean $\varepsilon$ of 4.0, extrapolation to large $N$ gives a shift of $-0.0542\,C$ from diagonalization and from GW, against $-0.237\,C$ at second order. At a mean $\varepsilon$ of 1.5 the values are $-0.0257\,C$ and $-0.0395\,C$. Second order overcorrects there too.

**Q:** Let us have numbers in electronvolts.

**A:** Take round parameters: $\Delta=8$ eV, $C=5$ eV, $a=1.5$ and $L=5$. Then $U=3.333$ eV, $V=2.774$ eV and $t=(8-2.774)/2=2.613$ eV. The couplings are $b\!\cdot\! b=0.6558$ eV², $d\!\cdot\! d=0.3687$ eV² and $K=0.280$ eV. For $N=40$,

$$\delta_2=-\frac{40(0.6558)}{16}+\frac{40(0.3687)}{32}=-1.64+0.46=-1.18\ \text{eV},$$

and $\delta_x=-(0.280)^2/8=-0.010$ eV. The second-order gap is 6.81 eV. Diagonalization gives 7.71 eV and GW 7.73 eV.

Raising $N$ raises the polarizability at fixed Hartree-Fock gap. The column $\bar\varepsilon$ is the mean over modes weighted by $b_\lambda^2$; gaps are in eV.

| $N$ | $\bar\varepsilon$ | diagonalized | GW | second order |
|---|---|---|---|---|
| 4 | 1.30 | 7.862 | 7.911 | 7.872 |
| 10 | 1.75 | 7.787 | 7.837 | 7.696 |
| 20 | 2.49 | 7.739 | 7.776 | 7.401 |
| 40 | 3.99 | 7.708 | 7.729 | 6.812 |

At $N=40$ second order lowers the Hartree-Fock gap by 1.19 eV where 0.29 eV is needed, four times too much. (Solving the quasiparticle equation instead of evaluating at the Hartree-Fock edges raises this second-order gap to 6.93 eV and leaves GW at 7.73 eV.) At $N=10$ the lowering is 0.30 eV instead of 0.21 eV. The largest eigenvalue of $\varepsilon$ is then 1.95, so no charge pattern feels an attraction, and the gap is already overcorrected.

**Q:** At $N=4$ second order is slightly too high. Does that contradict your argument?

**A:** It shows where the argument ends. The inequality compares $W_2$ with the RPA $W$. Second order does lie below GW at $N=4$, but the diagonalized gap lies below both. Interactions outside the ring sum narrow the gap by more than the truncation error there. A plausible candidate is the attraction between the electron and hole of a polarization bubble, which makes the cell easier to polarize; I have not isolated that contribution. As $N$ rises, the ring error takes over.

**Q:** Then what does happen at $\varepsilon=2$?

**A:** Two things, both mode by mode. First, $W_2=v^{1/2}(2-\varepsilon)v^{1/2}$ has as many negative directions as $\varepsilon$ has eigenvalues above two, because multiplying by $v^{1/2}$ on both sides preserves the number of negative eigenvalues. For $N=40$ there are four among the ten site patterns. A charge arranged in such a pattern would attract itself.

A frontier orbital is not such a pattern. Its bare self-repulsion is $(U+V)/2=3.053$ eV. For $N=40$ the truncated value is $3.053-1.639=1.414$ eV, and the RPA value is $3.053-0.413=2.640$ eV. The truncated repulsion is much too small but still repulsive, in the case where the gap error is largest. For five cells it changes sign near $N=75$, where $\bar\varepsilon$ is about 6.6; for 101 cells, near $N=48$. The delay arises because the orbital's truncated self-repulsion is an average of $2-\varepsilon$ over all modes, weighted by their shares of the bare self-repulsion. The unscreened modes with $\varepsilon=1$ always contribute repulsion to it. The product $gu$ does turn attractive: its static truncated value $K-N\,d\!\cdot\! d/(2\Delta)$ changes sign near $N=12$ and is $0.280-0.922=-0.642$ eV at $N=40$. It enters the term that opens the gap, not the one that closes it.

Second, the ring expansion stops converging. It is the geometric series

$$\frac1\varepsilon=1+(1-\varepsilon)+(1-\varepsilon)^2+\cdots,$$

which requires $|1-\varepsilon|<1$. Since $\varepsilon\ge1$, this means $\varepsilon<2$ for every mode the charge excites. The partial sums of $W^c_{gg}(0)$ from second to fifth order show the difference:

- $N=10$: $-0.410$, $-0.104$, $-0.334$, $-0.159$ eV, approaching $-0.235$ eV.
- $N=40$: $-1.64$, $+3.26$, $-11.5$, $+33.4$ eV, while the closed sum is $-0.413$ eV.

Beyond $\varepsilon=2$, adding the third-order ring does not cure second order. For $N=40$ it turns a relaxation that is four times too large into one of the wrong sign. The ring series then has to be resummed, not cut off at a finite order; the closed form does this exactly.

**Q:** How much of this carries over to a real semiconductor?

**A:** The inequality $W\ge W_2$ carries over at each imaginary frequency, since it needs only a positive $v$ and a negative $P$. The conclusion for the gap is less general. With dispersive bands, many intraband and interband terms of both signs enter, and relaxation around the added carrier must outweigh the rest. That is the expected situation for a smooth long-range interaction, but I have shown it only for this flat-band model with a soft repulsion. Even in the model it can fail. With $a=0.5$ the transition couplings dominate ($b\!\cdot\! b=3.4$ eV², $d\!\cdot\! d=31$ eV²), and at $N=10$ the diagonalized gap is 9.8 eV while second order gives 14.7 eV: the error has the opposite sign.

Care is also needed with the value of $\varepsilon$. The one in $v(2-\varepsilon)$ is built from Hartree-Fock energies without electron-hole attraction, so a measured dielectric constant should not be inserted. It also depends on wavelength and frequency: in a semiconductor it approaches one at short wavelengths and high frequencies, and the truncation does little harm there. The ring has the opposite wavelength trend. For 101 cells and $N=40$ its $\varepsilon$ is 1.5 for the uniform mode and 4.7 at the shortest wavelength, so $\bar\varepsilon$ does not stand for a long-wavelength dielectric constant. A long-wavelength value above two therefore does not fix the sign of an orbital's average interaction.

Finally, five cells are not a converged solid. With 101 cells and $N=40$ the mean $\varepsilon$ is 3.38, the GW gap is 7.33 eV and the second-order gap is 5.89 eV. The shifts from 8 eV are 0.67 and 2.11 eV, a ratio of about three. The size of the correction changes considerably with the length of the ring; the overcorrection relative to GW remains. There is no diagonalized gap for the long ring. The numerical output below gives the remaining digits.

## Computed values

```
HF gap 8.000 eV; Coulomb scale 5.000 eV
softening 1.50 site spacings; cells 5
on-site repulsion U 3.3333 eV; intracell V 2.7735 eV
hopping t 2.6132 eV
b.b 0.65575 eV^2; d.d 0.36870 eV^2; K 0.27992 eV
two-cell gap: fermions 7.945787 eV, spins 7.945787 eV
gap curvature, N=3: exact -0.003927, formula -0.003927 1/eV
large N, mean eps 1.5, gap shift / Coulomb scale:
  exact -0.02572, GW -0.02572, second order -0.03946
large N, mean eps 4.0, gap shift / Coulomb scale:
  exact -0.05417, GW -0.05417, second order -0.23677
gaps in eV (second order includes exchange):
  N  mean eps  max eps   exact      GW   2nd order   2nd ring
  4    1.299    1.381   7.8617  7.9105    7.8724     7.8821
 10    1.747    1.952   7.7873  7.8367    7.6956     7.7054
 20    2.493    2.905   7.7386  7.7764    7.4010     7.4107
 40    3.986    4.809   7.7076  7.7294    6.8117     6.8215
basis change of exact gap, N=40: 1.6e-06 eV
bare frontier-orbital self-repulsion 3.0534 eV
N=10: attractive directions of W2 0; orbital W2 2.6436, W 2.8184 eV
N=40: attractive directions of W2 4; orbital W2 1.4140, W 2.6404 eV
orbital W2 changes sign at N 74.5, mean eps 6.562
N=10: static W-v, orders 2 to 5: -0.4098, -0.1039, -0.3343, -0.1589 eV
  full sum -0.2350 eV
N=40: static W-v, orders 2 to 5: -1.6394, 3.2565, -11.4939, 33.4224 eV
  full sum -0.4130 eV
101 cells, N=40: mean eps 3.378
  GW gap 7.3251 eV, second order 5.8857 eV
```
